**Freeze-out with compensation: density and Arrhenius slope**

The program examines the electron density n = 2Mn₁/[N_A + n₁ + √((N_A + n₁)² + 4Mn₁)] and the slope factor s = d ln n/d ln n₁. Here N_D and N_A are the donor and acceptor densities, M = N_D − N_A, K = N_A/N_D, and n₁ = (N_c/2) exp(−E_d/kT), with E_d the donor binding energy and N_c the effective density of band states. The reference solves charge neutrality with Fermi integrals, holes and partly filled acceptors, and takes slopes by finite differences. The program asserts that the closed forms for n and s agree with this reference from 15 to 100 K for three values of K. It also asserts the positions of s = 3/4 and s = 1/2, the rate −√K/4 at s = 1/2, the weak-compensation law for s, and the low-temperature chemical potentials with and without acceptors. In the output, the largest relative density error is 1.3 × 10⁻⁴ and the largest error in s is 2.2 × 10⁻⁵. For K = 10⁻⁴ the slope factor passes 3/4 at 26.2 K, where n is half of N_A. The range 0.45 < s < 0.55 spans 2.61 decades of n for K = 10⁻⁴ but only 0.17 for K = 0.25.

## Verification by program

```python
"""Freeze-out of electrons in a compensated n-type semiconductor.

Result under test:
    n = 2 M n1 / (NA + n1 + sqrt((NA + n1)^2 + 4 M n1)),
    s = d ln n / d ln n1 = 1 / (1 + n/(n + NA) + n/(M - n)),
    -d ln n / d(1/kT) = s (Ed + 3 kT/2).
ND, NA: donor and acceptor densities; M = ND - NA; K = NA/ND;
Ed: donor binding energy; n1 = (Nc/2) exp(-Ed/kT);
Nc: effective density of conduction-band states.
The slope changes from one half to the full Ed, on cooling, near
n = NA/2, provided K is small. Energies in meV, densities in cm^-3.
The reference solves charge neutrality with Fermi integrals, holes
and partly filled acceptors, and obtains slopes by finite differences.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e * 1e3
ED = 50.0
GAP = 1000.0
ACCEPTOR_DEPTH = 50.0
MASS = const.m_e
ND = 1e16
RATIOS = (1e-4, 1e-2, 0.25)
TEMPERATURES = np.array([15., 20., 25., 30., 40., 50., 60., 80., 100.])

nodes, node_weights = np.polynomial.legendre.leggauss(80)
Y = 4.0 * (nodes + 1.0)
WY = 4.0 * node_weights


def band_density(eta, T):
    """Fermi integral over a parabolic band, with energy = kT y^2."""
    scale = (2 * MASS * const.k * T / const.hbar**2)**1.5
    integral = np.sum(WY * 2 * Y**2 * expit(eta - Y**2))
    return scale / (2 * np.pi**2) * integral * 1e-6


def reference(T, NA):
    """Return electron density and chemical potential from neutrality."""
    kT = KB * T

    def charge(eta):
        electrons = band_density(eta, T)
        holes = band_density(-eta - GAP / kT, T)
        donors_plus = ND * expit(-(eta + ED / kT + np.log(2)))
        acceptor_arg = eta + (GAP - ACCEPTOR_DEPTH) / kT - np.log(4)
        acceptors_minus = NA * expit(acceptor_arg)
        return electrons + acceptors_minus - donors_plus - holes

    eta = brentq(charge, -0.5 * GAP / kT, 5.0, xtol=1e-13, rtol=1e-14)
    return band_density(eta, T), eta * kT


def reference_slope(T, NA, h=1e-3):
    """Raw Arrhenius slope -d ln n / d(1/kT) in meV."""
    n_cold = reference(T / (1 + h), NA)[0]
    n_warm = reference(T / (1 - h), NA)[0]
    return -(np.log(n_cold) - np.log(n_warm)) * KB * T / (2 * h)


def reference_s(T, NA):
    return reference_slope(T, NA) / (ED + 1.5 * KB * T)


def Nc(T):
    return 2 * (MASS * const.k * T
                / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


def n1_of_T(T):
    return Nc(T) / 2 * np.exp(-ED / (KB * T))


def T_of_n1(n1):
    return brentq(lambda T: np.log(Nc(T) / (2 * n1)) - ED / (KB * T),
                  5.0, 1000.0, xtol=1e-11)


def n_formula(T, NA):
    n1, M = n1_of_T(T), ND - NA
    b = NA + n1
    return 2 * M * n1 / (b + np.sqrt(b**2 + 4 * M * n1))


def s_formula(n, NA):
    return 1 / (1 + n / (n + NA) + n / (ND - NA - n))


def point_at_slope(s, NA):
    """Density, n1 and temperature at which the slope factor equals s."""
    M, phi = ND - NA, 1 / s - 1
    b, c = ND - phi * (M - NA), phi * NA * M
    n = 2 * c / (b + np.sqrt(b**2 + 4 * phi * c))
    n1 = n * (n + NA) / (M - n)
    return n, n1, T_of_n1(n1)


# Density and slope formulas against the full neutrality solution.
worst_n = worst_s = 0.0
for K in RATIOS:
    NA = K * ND
    slopes = []
    for T in TEMPERATURES:
        n_ref = reference(T, NA)[0]
        s_ref = reference_s(T, NA)
        n = n_formula(T, NA)
        worst_n = max(worst_n, abs(n / n_ref - 1))
        worst_s = max(worst_s, abs(s_formula(n, NA) - s_ref))
        slopes.append(s_ref)
    # The allowance covers finite-difference error where s is almost 1.
    assert np.all(np.diff(slopes) < 1e-6)
# Boltzmann statistics errs by about n/(2.8 Nc), below 1e-3 here.
assert worst_n < 1e-3
assert worst_s < 2e-3

print(f"Donor binding energy = {ED:.1f} meV; ND = {ND:.1e} cm^-3")
print(f"Band mass / electron mass = {MASS / const.m_e:.1f}; "
      f"Nc(100 K) = {Nc(100.):.3e} cm^-3")
print(f"Reference only: gap = {GAP:.0f} meV, "
      f"acceptor depth = {ACCEPTOR_DEPTH:.0f} meV")
print(f"Largest relative density error = {worst_n:.1e}")
print(f"Largest slope-factor error = {worst_s:.1e}")

NA = RATIOS[0] * ND
print(f"Table for K = {RATIOS[0]:.0e}, NA = {NA:.1e} cm^-3")
print("T (K) | n1 (cm^-3) | n (cm^-3) | s | raw slope (meV)")
for T in TEMPERATURES:
    n = n_formula(T, NA)
    s = s_formula(n, NA)
    print(f"{T:5.0f} | {n1_of_T(T):.3e} | {n:.3e} | {s:.4f} | "
          f"{s * (ED + 1.5 * KB * T):.2f}")

# Midpoint, half-slope point and extent of the half-slope window.
for K in RATIOS:
    NA = K * ND
    n_mid, n1_mid, T_mid = point_at_slope(0.75, NA)
    n_closed = np.sqrt(ND**2 + 3 * ND * NA) - ND - NA
    T_half = T_of_n1(NA)
    n_half = np.sqrt(NA * ND) - NA
    n_low, _, T_low = point_at_slope(0.55, NA)
    n_high, _, T_high = point_at_slope(0.45, NA)
    assert abs(reference(T_mid, NA)[0] / n_closed - 1) < 1e-3
    assert abs(reference(T_half, NA)[0] / n_half - 1) < 1e-3
    for target, T in ((0.75, T_mid), (0.5, T_half),
                      (0.55, T_low), (0.45, T_high)):
        assert abs(reference_s(T, NA) - target) < 1e-3
    step = 0.1
    rate = (reference_s(T_of_n1(NA * np.exp(step)), NA)
            - reference_s(T_of_n1(NA * np.exp(-step)), NA)) / (2 * step)
    rate_formula = -np.sqrt(K) / 4
    # Allows for degeneracy and the finite logarithmic step.
    assert abs(rate / rate_formula - 1) < 0.02
    print(f"K = {K:g}: NA = {NA:.2e} cm^-3")
    print(f"  s=3/4: T = {T_mid:.2f} K, n = {n_mid:.3e} cm^-3, "
          f"n/NA = {n_mid / NA:.4f}")
    print(f"  s=3/4: n1 = {n1_mid:.3e} cm^-3, "
          f"Nc = {Nc(T_mid):.3e} cm^-3, kT = {KB * T_mid:.3f} meV")
    print(f"  s=1/2: T = {T_half:.2f} K, n = {n_half:.3e} cm^-3")
    print(f"  ds/dln(n1) at s=1/2: reference {rate:.5f}, "
          f"formula {rate_formula:.5f}")
    print(f"  0.55>s>0.45: T = {T_low:.2f} to {T_high:.2f} K, "
          f"{np.log10(n_high / n_low):.2f} decades of n")

# Weak-compensation law for the change of slope.
NA = RATIOS[0] * ND
for y in (0.01, 0.1, 0.75, 1.0, 10.0):
    T = T_of_n1(y * NA**2 / ND)
    s_weak = 0.5 * (1 + 1 / np.sqrt(1 + 4 * y))
    assert abs(reference_s(T, NA) - s_weak) < 1e-3
n1_meet = NA**2 * ND / (ND - NA)**2
T_meet = T_of_n1(n1_meet)
print(f"K = {RATIOS[0]:.0e}: limiting laws meet at {T_meet:.2f} K, "
      f"s there = {reference_s(T_meet, NA):.4f}")

# Low-temperature limits and the position of the chemical potential.
T = 15.0
kT = KB * T
n_comp, mu_comp = reference(T, NA)
n_pure, mu_pure = reference(T, 0.0)
mu_comp_law = -ED + kT * np.log((ND - NA) / (2 * NA))
mu_pure_law = -ED / 2 + kT / 2 * np.log(ND / (2 * Nc(T)))
assert abs(n_comp / (n1_of_T(T) * (ND - NA) / NA) - 1) < 1e-4
assert abs(n_pure / np.sqrt(n1_of_T(T) * ND) - 1) < 1e-4
assert abs(mu_comp - mu_comp_law) < 1e-3
assert abs(mu_pure - mu_pure_law) < 1e-3
assert abs(reference_s(T, 0.0) - 0.5) < 1e-5
print(f"At {T:.0f} K, kT = {kT:.4f} meV:")
print(f"  K = {RATIOS[0]:.0e}: n = {n_comp:.3e} cm^-3, "
      f"mu = {mu_comp:.2f} meV")
print(f"  NA = 0: n = {n_pure:.3e} cm^-3, mu = {mu_pure:.2f} meV")
print(f"  Raw slopes: K = {RATIOS[0]:.0e}: "
      f"{reference_slope(T, NA):.2f} meV; "
      f"NA = 0: {reference_slope(T, 0.0):.2f} meV")
print("ALL CHECKS PASSED")
```

Output:

```
Donor binding energy = 50.0 meV; ND = 1.0e+16 cm^-3
Band mass / electron mass = 1.0; Nc(100 K) = 4.829e+18 cm^-3
Reference only: gap = 1000 meV, acceptor depth = 50 meV
Largest relative density error = 1.3e-04
Largest slope-factor error = 2.2e-05
Table for K = 1e-04, NA = 1.0e+12 cm^-3
T (K) | n1 (cm^-3) | n (cm^-3) | s | raw slope (meV)
   15 | 2.227e+00 | 2.227e+04 | 1.0000 | 51.94
   20 | 5.432e+04 | 5.429e+08 | 0.9995 | 52.56
   25 | 2.513e+07 | 2.080e+11 | 0.8531 | 45.41
   30 | 1.581e+09 | 3.507e+12 | 0.5623 | 30.29
   40 | 3.064e+11 | 5.470e+13 | 0.5031 | 27.76
   50 | 7.790e+12 | 2.747e+14 | 0.4939 | 27.89
   60 | 7.084e+13 | 8.065e+14 | 0.4793 | 27.68
   80 | 1.224e+15 | 2.939e+15 | 0.4139 | 24.98
  100 | 7.294e+15 | 5.639e+15 | 0.3037 | 19.11
K = 0.0001: NA = 1.00e+12 cm^-3
  s=3/4: T = 26.16 K, n = 4.999e+11 cm^-3, n/NA = 0.4999
  s=3/4: n1 = 7.499e+07 cm^-3, Nc = 6.460e+17 cm^-3, kT = 2.254 meV
  s=1/2: T = 43.18 K, n = 9.900e+13 cm^-3
  ds/dln(n1) at s=1/2: reference -0.00250, formula -0.00250
  0.55>s>0.45: T = 30.65 to 70.97 K, 2.61 decades of n
K = 0.01: NA = 1.00e+14 cm^-3
  s=3/4: T = 42.32 K, n = 4.889e+13 cm^-3, n/NA = 0.4889
  s=3/4: n1 = 7.390e+11 cm^-3, Nc = 1.330e+18 cm^-3, kT = 3.647 meV
  s=1/2: T = 61.91 K, n = 9.000e+14 cm^-3
  ds/dln(n1) at s=1/2: reference -0.02501, formula -0.02500
  0.55>s>0.45: T = 53.16 to 73.77 K, 0.77 decades of n
K = 0.25: NA = 2.50e+15 cm^-3
  s=3/4: T = 69.84 K, n = 7.288e+14 cm^-3, n/NA = 0.2915
  s=3/4: n1 = 3.475e+14 cm^-3, Nc = 2.819e+18 cm^-3, kT = 6.018 meV
  s=1/2: T = 87.05 K, n = 2.500e+15 cm^-3
  ds/dln(n1) at s=1/2: reference -0.12499, formula -0.12500
  0.55>s>0.45: T = 82.98 to 91.51 K, 0.17 decades of n
K = 1e-04: limiting laws meet at 26.48 K, s there = 0.7236
At 15 K, kT = 1.2926 meV:
  K = 1e-04: n = 2.227e+04 cm^-3, mu = -38.99 meV
  NA = 0: n = 1.492e+08 cm^-3, mu = -27.60 meV
  Raw slopes: K = 1e-04: 51.94 meV; NA = 0: 25.97 meV
ALL CHECKS PASSED
```
